# Why a Kelvin resistor with contact overlap misreads contact resistivity: test program

```python
"""Kelvin contact resistance with semiconductor overlap around the contact.

Result under test, for a contact filling the pad along the feed direction:
  rho_ext/rho_c = (a/W) [1 + (near/lam) coth(a/lam)
                           + (far/lam)/sinh(a/lam) + near^2/(2 lam^2)]
rho_c   true contact resistivity (ohm um^2)
rho_ext Kelvin resistance times contact area (ohm um^2)
rs      sheet resistance (ohm per square); lam = sqrt(rho_c/rs) (um)
a       contact width between the flanks; length is along the feed (um)
near    overlap on the voltage-tap flank; far is on the other flank (um)
W       a + near + far (um)
The independent side is a two-dimensional finite-volume sheet solution
with unit feed current. The metal is held at zero potential.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def extracted_formula(rho_c, rs, a, near, far):
    lam = np.sqrt(rho_c / rs)
    width = a + near + far
    t = a / lam
    csch = 2 * np.exp(-t) / (-np.expm1(-2 * t))
    bracket = (1 + near / lam / np.tanh(t) + far / lam * csch
               + near**2 / (2 * lam**2))
    return rho_c * a / width * bracket


def solve_sheet(rho_c, rs, length, a, near, far, front=0.0, back=0.0,
                arm=0.0, h=0.05):
    """Solve the sheet; optional feed and tap arms have length arm."""
    def cells(distance):
        return int(round(distance / h))

    n_arm = cells(arm)
    nx = cells(front + length + back)
    ny = cells(far + a + near)
    conductor = np.zeros((n_arm + nx, ny + n_arm), dtype=bool)
    conductor[:, :ny] = True
    conductor[n_arm:, :] = True
    contact = np.zeros_like(conductor)
    x0 = n_arm + cells(front)
    y0 = cells(far)
    contact[x0:x0 + cells(length), y0:y0 + cells(a)] = True

    number = np.full(conductor.shape, -1, dtype=int)
    size = int(conductor.sum())
    number[conductor] = np.arange(size)
    diagonal = np.zeros(size)
    diagonal[number[contact]] = h**2 / rho_c
    rows, columns, values = [], [], []
    for first, second in ((number[:-1, :], number[1:, :]),
                          (number[:, :-1], number[:, 1:])):
        joined = (first >= 0) & (second >= 0)
        i, j = first[joined], second[joined]
        np.add.at(diagonal, i, 1 / rs)
        np.add.at(diagonal, j, 1 / rs)
        rows.extend([i, j])
        columns.extend([j, i])
        values.extend([np.full(i.size, -1 / rs)] * 2)
    rows.append(np.arange(size))
    columns.append(np.arange(size))
    values.append(diagonal)
    matrix = coo_matrix((np.concatenate(values),
                         (np.concatenate(rows), np.concatenate(columns))),
                        shape=(size, size)).tocsc()
    source = np.zeros(size)
    feed = number[0, conductor[0, :]]
    source[feed] = 1 / feed.size
    solution = spsolve(matrix, source)
    potential = np.full(conductor.shape, np.nan)
    potential[conductor] = solution
    tap = potential[conductor[:, -1], -1].mean()
    return {"R": tap, "rho_ext": tap * length * a,
            "mean_contact": potential[contact].mean(),
            "potential": potential, "edge": y0 + cells(a)}


def overlap_drop(result):
    """x-averaged potential at the tap minus that at the contact edge."""
    average = result["potential"].mean(axis=0)
    edge = result["edge"]
    return average[-1] - 0.5 * (average[edge - 1] + average[edge])


rs, rho_c = 100.0, 25.0
length = a = 4.0
delta, h = 1.0, 0.05
width = a + 2 * delta
area = length * a
lam = np.sqrt(rho_c / rs)

# No overlap: strong crowding along the feed, but a correct reading.
aligned = solve_sheet(rho_c, rs, length, a, 0, 0, h=h)
assert abs(aligned["rho_ext"] / rho_c - 1) < 1e-6
profile = aligned["potential"].mean(axis=1)
crowding_cells = (np.cosh((length - h / 2) / lam)
                  / np.cosh(h / (2 * lam)))
assert abs(profile[0] / profile[-1] / crowding_cells - 1) < 0.01

# Equal, unequal and one-sided flank overlaps.
side = solve_sheet(rho_c, rs, length, a, delta, delta, h=h)
unequal = solve_sheet(rho_c, rs, length, a, 0.5, 1.5, h=h)
far_only = solve_sheet(rho_c, rs, length, a, 0, 2 * delta, h=h)
for result, near, far in ((side, delta, delta), (unequal, 0.5, 1.5),
                          (far_only, 0, 2 * delta)):
    predicted = extracted_formula(rho_c, rs, a, near, far)
    assert abs(result["rho_ext"] / predicted - 1) < 0.003
assert side["rho_ext"] > rho_c
assert far_only["rho_ext"] < rho_c

# Drop across the tap-side overlap.
drop_formula = rs * delta**2 / (2 * length * width)
assert abs(overlap_drop(side) / drop_formula - 1) < 0.01

# Scan; the tolerance follows the grid error of the transfer layer.
scan = []
for rho in (0.25, 2.5, 25.0, 250.0, 2500.0):
    numeric = solve_sheet(rho, rs, length, a, delta, delta, h=h)["rho_ext"]
    formula = extracted_formula(rho, rs, a, delta, delta)
    tolerance = 0.001 + 0.05 * h**2 * rs / rho
    assert abs(numeric / formula - 1) < tolerance
    assert numeric > rho
    scan.append((rho, formula, numeric))

# Opposite limits of contact resistivity.
floor = rs * a * delta**2 / (2 * width)
tiny_rho = 1e-6
assert abs(extracted_formula(tiny_rho, rs, a, delta, delta) / floor - 1) < 0.001
weak_excess = rs * a / width * (a * delta / 6 + delta**2 / 2)
weak = solve_sheet(2.5e5, rs, length, a, delta, delta, h=h)
weak_numeric = (weak["R"] - weak["mean_contact"]) * area
assert abs(weak_numeric / weak_excess - 1) < 0.01

# Recover contact resistivity from the two-dimensional Kelvin reading.
recovered = brentq(lambda rho: extracted_formula(rho, rs, a, delta, delta)
                   - side["rho_ext"], 1e-4, 1e4)
assert abs(recovered / rho_c - 1) < 0.01

# Overlap on all four sides, with ideal feed and tap.
ring = solve_sheet(rho_c, rs, length, a, delta, delta, delta, delta, h=h)
ring_drop_formula = rs * delta**2 / (2 * width**2)
assert abs(overlap_drop(ring) / ring_drop_formula - 1) < 0.01
assert ring["rho_ext"] > rho_c

# Real semiconductor arms, on two grids because of the re-entrant corner.
arm = 9.0
arm_values = {}
for name, margin in (("none", 0.0), ("ring", delta)):
    coarse, fine = [solve_sheet(rho_c, rs, length, a, margin, margin,
                                margin, margin, arm, step)["rho_ext"]
                    for step in (0.1, 0.05)]
    assert abs(coarse / fine - 1) < 0.03
    arm_values[name] = (coarse, fine)
assert arm_values["ring"][1] > rho_c
assert arm_values["ring"][1] > arm_values["none"][1]

to_cm2 = 1e-8
side_formula = extracted_formula(rho_c, rs, a, delta, delta)
far_formula = extracted_formula(rho_c, rs, a, 0, 2 * delta)
z = a / (2 * lam)
lateral = rs * lam * delta * (1 / np.tanh(z) - 1 / z) / (length * width)
print(f"sheet resistance: {rs:.1f} ohm per square")
print(f"true contact resistivity: {rho_c:.2f} ohm um^2")
print(f"true contact resistivity: {rho_c * to_cm2:.3e} ohm cm^2")
print(f"contact length and width: {length:.2f}, {a:.2f} um")
print(f"contact area: {area:.2f} um^2")
print(f"overlap on each flank: {delta:.2f} um")
print(f"pad width: {width:.2f} um")
print(f"transfer length: {lam:.3f} um")
print(f"ratio z = a/(2 lam): {z:.3f}")
print(f"true contact resistance: {rho_c / area:.4f} ohm")
print("NO OVERLAP, IDEAL FEED AND TAP")
print(f"front/back potential ratio, formula: {np.cosh(length / lam):.1f}")
print(f"extracted, 2D: {aligned['rho_ext']:.4f} ohm um^2")
print("EQUAL FLANK OVERLAPS")
print(f"Kelvin resistance, formula: {side_formula / area:.4f} ohm")
print(f"Kelvin resistance, 2D: {side['R']:.4f} ohm")
print(f"sheet excess under contact, formula: {lateral:.4f} ohm")
print(f"drop in tap-side overlap, formula: {drop_formula:.4f} ohm")
print(f"drop in tap-side overlap, 2D: {overlap_drop(side):.4f} ohm")
print(f"extracted, formula: {side_formula:.3f} ohm um^2")
print(f"extracted, formula: {side_formula * to_cm2:.3e} ohm cm^2")
print(f"extracted, 2D: {side['rho_ext']:.3f} ohm um^2")
print(f"extracted/true, formula: {side_formula / rho_c:.4f}")
print(f"recovered from 2D reading: {recovered:.3f} ohm um^2")
print("SCAN: true, extracted formula, extracted 2D (ohm um^2)")
for rho, formula, numeric in scan:
    print(f"  {rho:.2f}, {formula:.3f}, {numeric:.3f}")
print(f"floor at vanishing contact resistivity: {floor:.3f} ohm um^2")
print(f"large-resistivity excess, formula: {weak_excess:.3f} ohm um^2")
print(f"large-resistivity excess, 2D: {weak_numeric:.3f} ohm um^2")
print("ALL SIDE OVERLAP ON FAR FLANK")
print(f"far overlap: {2 * delta:.2f} um")
print(f"extracted, formula: {far_formula:.3f} ohm um^2")
print(f"extracted, 2D: {far_only['rho_ext']:.3f} ohm um^2")
print(f"extracted/true, formula: {far_formula / rho_c:.4f}")
print("OVERLAP ON FOUR SIDES, IDEAL FEED AND TAP")
print(f"extracted, 2D: {ring['rho_ext']:.3f} ohm um^2")
print(f"extracted/true, 2D: {ring['rho_ext'] / rho_c:.3f}")
print(f"tap-side drop, formula: {ring_drop_formula:.4f} ohm")
print(f"tap-side drop, 2D: {overlap_drop(ring):.4f} ohm")
print(f"REAL ARMS, each {arm:.1f} um long; grids 0.10 and 0.05 um")
for name, label in (("none", "no overlap"), ("ring", "four-side overlap")):
    coarse, fine = arm_values[name]
    print(f"{label}, extracted: {coarse:.2f}, {fine:.2f} ohm um^2")
    print(f"{label}, extracted/true on fine grid: {fine / rho_c:.3f}")
print("tests ok")
```

Running it gives:

```
sheet resistance: 100.0 ohm per square
true contact resistivity: 25.00 ohm um^2
true contact resistivity: 2.500e-07 ohm cm^2
contact length and width: 4.00, 4.00 um
contact area: 16.00 um^2
overlap on each flank: 1.00 um
pad width: 6.00 um
transfer length: 0.500 um
ratio z = a/(2 lam): 4.000
true contact resistance: 1.5625 ohm
NO OVERLAP, IDEAL FEED AND TAP
front/back potential ratio, formula: 1490.5
extracted, 2D: 25.0000 ohm um^2
EQUAL FLANK OVERLAPS
Kelvin resistance, formula: 5.2097 ohm
Kelvin resistance, 2D: 5.2123 ohm
sheet excess under contact, formula: 1.5639 ohm
drop in tap-side overlap, formula: 2.0833 ohm
drop in tap-side overlap, 2D: 2.0833 ohm
extracted, formula: 83.356 ohm um^2
extracted, formula: 8.336e-07 ohm cm^2
extracted, 2D: 83.397 ohm um^2
extracted/true, formula: 3.3342
recovered from 2D reading: 25.031 ohm um^2
SCAN: true, extracted formula, extracted 2D (ohm um^2)
  0.25, 36.833, 37.227
  2.50, 45.541, 45.672
  25.00, 83.356, 83.397
  250.00, 323.660, 323.677
  2500.00, 2577.311, 2577.325
floor at vanishing contact resistivity: 33.333 ohm um^2
large-resistivity excess, formula: 77.778 ohm um^2
large-resistivity excess, 2D: 77.787 ohm um^2
ALL SIDE OVERLAP ON FAR FLANK
far overlap: 2.00 um
extracted, formula: 16.711 ohm um^2
extracted, 2D: 16.712 ohm um^2
extracted/true, formula: 0.6685
OVERLAP ON FOUR SIDES, IDEAL FEED AND TAP
extracted, 2D: 109.137 ohm um^2
extracted/true, 2D: 4.365
tap-side drop, formula: 1.3889 ohm
tap-side drop, 2D: 1.3889 ohm
REAL ARMS, each 9.0 um long; grids 0.10 and 0.05 um
no overlap, extracted: 26.26, 26.42 ohm um^2
no overlap, extracted/true on fine grid: 1.057
four-side overlap, extracted: 111.75, 111.79 ohm um^2
four-side overlap, extracted/true on fine grid: 4.472
tests ok
```
